# Why the Lorentz Field Falsely Makes Water-Like Dipoles Ferroelectric

Put rigid dipoles of 1.85 debye at the density of liquid water, 33.43 per cubic nanometre, and let the Lorentz local field turn them. The calculation then predicts a ferroelectric below 1157 K. At 300 K it gives a spontaneous polarization of 18.7 µC/cm², about 90 % of full alignment. Liquid water at room temperature is an ordinary dielectric with a permittivity of roughly 80. Yet in a model that treats the neighbours as a continuum, the Lorentz field has the right mean value, as will be shown below. The fault lies in what it is used for.

## The model and its false transition

Consider $N$ classical point dipoles per unit volume, each with a fixed moment $\mu$ and no electronic polarizability. SI units are used, $E$ is the macroscopic field, $P$ the polarization, and $\varepsilon$ the relative permittivity, so that $P=\varepsilon_0(\varepsilon-1)E$.

A dipole at angle $\theta$ to a fixed field $F$ has energy $-\mu F\cos\theta$. With $x=\mu F/kT$ and $u=\cos\theta$, the orientational partition function is

$$Z(x)=\int_{-1}^{1}e^{xu}\,du=\frac{2\sinh x}{x},$$

and the mean cosine is its logarithmic derivative,

$$\langle\cos\theta\rangle=L(x)=\coth x-\frac1x=\frac x3-\frac{x^3}{45}+\dots$$

In a weak field, therefore, $P=N\mu\langle\cos\theta\rangle=N\mu^2F/(3kT)$. It is convenient to define

$$y=\frac{N\mu^2}{9\varepsilon_0kT},\qquad\text{so that}\qquad P=3\varepsilon_0\,y\,F .$$

The Lorentz argument cuts an imaginary sphere around the dipole. The uniformly polarized matter outside contributes $P/(3\varepsilon_0)$, and the neighbours inside are taken to contribute nothing on average. The local field is then $F=E+P/(3\varepsilon_0)$. If this is inserted as the field that turns the dipole,

$$P=3\varepsilon_0yE+yP\quad\Rightarrow\quad P=\frac{3\varepsilon_0y}{1-y}E,\qquad \varepsilon=1+\frac{3y}{1-y}=\frac{1+2y}{1-y}.$$

The pole at $y=1$ lies at

$$T_c=\frac{N\mu^2}{9\varepsilon_0k}=\frac{(3.343\times10^{28}\ \mathrm{m^{-3}})(6.171\times10^{-30}\ \mathrm{C\,m})^2}{9\varepsilon_0k}=1157\ \mathrm K .$$

At fixed density $y=T_c/T$, so $y=3.857$ at 300 K. The formula then returns $\varepsilon=-3.05$.

This negative value belongs to an unstable state. Set $E=0$, as between shorted electrodes, and write $p=\langle\cos\theta\rangle$. The field is $P/(3\varepsilon_0)=N\mu p/(3\varepsilon_0)$, which makes $x=3yp$, and self-consistency requires

$$p=L(3yp).$$

Besides $p=0$, this needs $L(x)/x=1/(3y)$ at some $x>0$. From the partial-fraction series of the hyperbolic cotangent,

$$\frac{L(x)}{x}=\sum_{n=1}^{\infty}\frac{2}{x^2+n^2\pi^2},$$

which falls steadily from $1/3$ to zero. A nonzero solution thus exists if and only if $y>1$.

To see which solution is stable, take the mean-field free energy per dipole in units of $kT$. The interaction energy is $-\tfrac32yp^2$, with a factor one half because each pair is shared. The entropy cost of a mean cosine $p$ is $xp-\ln(\sinh x/x)$, where now $x$ is fixed by $L(x)=p$. Hence

$$A(p)=-\tfrac32yp^2+xp-\ln\frac{\sinh x}{x}.$$

On differentiation the terms in $dx/dp$ cancel because $L(x)=p$, leaving $A'(p)=x-3yp$. Near the origin $x\approx3p$, so $A''(0)=3(1-y)$. For $y>1$ the unpolarized state is a maximum. At 300 K the other solution is $p=0.904$, and it lies 2.69 $kT$ per dipole lower. Its polarization is $0.904\times20.63=18.7$ µC/cm². Within this closure the ferroelectric is a strongly ordered phase, so the error cannot be dismissed as a detail near the pole.

## Two fields inside one cavity

To find out what the local field contains, give the dipole its own room. Onsager's model places it at the centre of an empty sphere of radius $a$, surrounded by a continuum with the permittivity $\varepsilon$ that is sought. The continuum is linear and isotropic. The sphere has the volume available to one dipole, $4\pi a^3/3=1/N$, which gives $a=0.193$ nm.

First leave the sphere empty and apply $E$. The potentials that are regular at the centre and approach $-Er\cos\theta$ far away are

$$\phi_{\rm in}=-Gr\cos\theta,\qquad \phi_{\rm out}=\left(-Er+\frac{B}{r^2}\right)\cos\theta .$$

Continuity of the potential at $r=a$ gives $B/a^3=E-G$. Continuity of the normal displacement gives $G=\varepsilon(E+2B/a^3)$. Eliminating $B$,

$$G=\varepsilon(3E-2G)\quad\Rightarrow\quad G=\frac{3\varepsilon}{2\varepsilon+1}E .$$

This is the cavity field. It rises from $E$ at $\varepsilon=1$ towards $3E/2$, and never reaches that limit at finite $\varepsilon$.

Now remove $E$ and put a dipole $m$ at the centre. It polarizes the continuum, which acts back with a uniform field $R$ along $m$. With $M=m/(4\pi\varepsilon_0)$ and $\theta$ measured from $m$,

$$\phi_{\rm in}=\left(\frac{M}{r^2}-Rr\right)\cos\theta,\qquad \phi_{\rm out}=\frac{C}{r^2}\cos\theta .$$

The two boundary conditions are

$$\frac{M}{a^3}-R=\frac{C}{a^3},\qquad \frac{2M}{a^3}+R=\frac{2\varepsilon C}{a^3}.$$

Inserting the first into the second gives $(2\varepsilon+1)R=2(\varepsilon-1)M/a^3$. Since $1/(4\pi a^3)=N/3$,

$$R=fm,\qquad f=\frac{N}{3\varepsilon_0}\,\frac{2(\varepsilon-1)}{2\varepsilon+1}.$$

Both problems are linear, so the total field from the surroundings is $\mathbf G+f\mathbf m$. Its average follows from $N\langle m\rangle=P=\varepsilon_0(\varepsilon-1)E$:

$$G+f\langle m\rangle=\left[\frac{3\varepsilon}{2\varepsilon+1}+\frac{2(\varepsilon-1)^2}{3(2\varepsilon+1)}\right]E
=\frac{2\varepsilon^2+5\varepsilon+2}{3(2\varepsilon+1)}E .$$

The numerator factors as $(2\varepsilon+1)(\varepsilon+2)$, and therefore

$$G+f\langle m\rangle=\frac{\varepsilon+2}{3}E=E+\frac{P}{3\varepsilon_0}.$$

This is the Lorentz field. With one dipole per cavity volume, the two pictures agree on the mean field at the dipole. They differ in how that field responds when the dipole turns.

## The part that cannot turn the dipole

The reaction field is parallel to the dipole that causes it, whatever its direction. Its torque is $\mathbf m\times f\mathbf m=0$. In energy terms, hold the dipole at a chosen orientation and let the surroundings reach equilibrium. The reversible work is

$$W(\theta)=-\tfrac12f\mu^2-\mu G\cos\theta+\text{const},$$

where the factor one half arises because the reaction field grows in proportion to the moment as it is built up. The first term has no angular dependence and cancels from the Boltzmann average. What remains is

$$\langle\cos\theta\rangle=L(\mu G/kT).$$

No assumption about the speed of the surroundings is needed, because equilibrium probabilities depend on this work alone.

The Lorentz closure replaces $f\mathbf m$ by its average $f\langle\mathbf m\rangle$ and then holds that average still while the dipole turns. A dipole tilted away from the mean direction is thus pulled back by a field that, in the cavity model, would have tilted with it. More order gives a stronger pull, and the loop runs away at $y=1$.

The same distinction can be examined without a continuum. Place one dipole of unit moment at the centre of a $3\times3\times3$ cube of sites with unit spacing, and give each of the 26 neighbours a polarizability of 0.05, in units with $4\pi\varepsilon_0=1$. Apply a field of 0.02 at $kT=0.1$. For each orientation, minimize the total energy over all induced moments, then average with Boltzmann weights. The mean cosine is 0.0637. The field at the centre with the permanent dipole absent is 0.01916, and using that field alone in $L$ gives 0.0637 as well; the two agree to all six printed decimals. The reaction factor is $f=0.716$. Adding $fp$ as though it were a fixed field gives 0.839, some thirteen times too much order.

In fact $f/(3kT)=2.4$ exceeds one, so the false closure would order this single dipole even without an applied field. That is impossible: the reaction energy is quadratic in the components of the moment, so opposite orientations have equal energy and the mean moment vanishes. Cubic symmetry goes further. A quadratic form with that symmetry is the same in every direction, so here the reaction field exerts no torque at all.

## A permittivity without a pole

With the cavity field as the turning field, $P=3\varepsilon_0yG$, or

$$\varepsilon-1=\frac{9y\varepsilon}{2\varepsilon+1}\quad\Rightarrow\quad(\varepsilon-1)(2\varepsilon+1)=9y\varepsilon .$$

Expanding gives $2\varepsilon^2-(1+9y)\varepsilon-1=0$. The product of the roots is $-1/2$, so just one is positive:

$$\varepsilon=\frac{1+9y+\sqrt{(1+9y)^2+8}}{4}.$$

It is finite for every $T>0$. The reason can be read from the field itself: $\varepsilon-1=3yG/E$, and $G<3E/2$, so $\varepsilon-1<9y/2$. The Lorentz amplification $(\varepsilon+2)/3$ has no such ceiling.

At 300 K, $9y=34.71$ and

$$\varepsilon=\frac{35.71+\sqrt{35.71^2+8}}{4}=17.9 .$$

At the supposed transition, $y=1$ and $\varepsilon=(10+\sqrt{108})/4=5.10$. Nothing special happens there. At 1500 K, where both formulas describe a stable dielectric, Lorentz gives 11.1 and Onsager 4.09. The false pole thus distorts the result well above its own temperature. Onsager's value is not exact either: the same dipoles on a lattice, in a small periodic cell with conducting boundary, give about 4.7 (simple cubic) and 5.5 (face-centred cubic). On cooling at fixed density, expansion of the square root gives $\varepsilon\approx\tfrac92y+\tfrac12$: the permittivity grows as $1/T$, and its divergence has moved to absolute zero.

The 300 K fields show how much of the Lorentz field was misused. For $E=1$ MV/cm and $\varepsilon=17.9$, the Lorentz field is 6.63 MV/cm. The cavity part is 1.46 MV/cm and the mean reaction part is 5.17 MV/cm. Thus 78 % of the mean local field exerts no torque. For a dipole held at one orientation, the mean reaction field is much larger, $f\mu=71$ MV/cm. The output labels this value instantaneous, but thermal fluctuations of the surroundings come on top of it. Averaged over all orientations, only 7 % of it remains, because the dipoles point almost equally in all directions. That remainder is the 5.17 MV/cm above, still 3.5 times the cavity part.

## Why the error disappears at low density

Set $\delta=\varepsilon-1$. Onsager's equation becomes $\delta(3+2\delta)=9y(1+\delta)$. Insert $\delta=3y+c_2y^2+c_3y^3$ and compare powers:

$$3c_2+18=27,\qquad 3c_3+12c_2=9c_2 .$$

Hence $c_2=3$ and $c_3=-3$. The Lorentz formula gives $3y/(1-y)=3y+3y^2+3y^3+\dots$, so

$$\varepsilon_{\rm Onsager}-\varepsilon_{\rm Lorentz}=-6y^3+\dots$$

The size of this term has a direct origin. The mean reaction field relative to $E$ is $2(\varepsilon-1)^2/[3(2\varepsilon+1)]$, which for $\varepsilon-1\approx3y$ is $2y^2$. Used wrongly as a turning field, it adds $3y\times2y^2=6y^3$ to the permittivity. The coefficient belongs to a continuum that begins at the cavity radius. For rigid dipoles on a cubic lattice the correction to the Lorentz value at this order is $-6y^3\sum_k r_k^{-6}/(4\pi N/3)^2$, summed over the neighbours. The continuum makes the ratio one, whereas the simple cubic and face-centred cubic lattices give $-2.9y^3$ and $-2.5y^3$; the mean spherical approximation for dipolar hard spheres gives $-2.8y^3$. Onsager's cavity thus removes about twice too much, and at this order it errs roughly as much as Lorentz, in the opposite direction.

Spread the same dipoles at 2 % of liquid density in empty space at 300 K. Then $y=0.0771$, and the two permittivities are 1.251 and 1.248. The leading term predicts a difference of $-0.0028$, against the full $-0.0029$. The false transition has dropped to 23 K. For sparse dipoles at room temperature the two closures nearly agree, which does not make either one accurate. This density is about 800 times that of saturated water vapour at 300 K, and both closures omit close pairs: for dipolar hard spheres of diameter 3.2 to 2.8 Å the pair term of order $y^2$ adds about 0.01 to 0.04 to $\varepsilon$, several times the difference above.

## Electronic polarizability makes the false pole worse

Molecules also have an induced moment. Let $\alpha$ be the polarizability and $s=N\alpha/(3\varepsilon_0)$. In the Lorentz closure $P=3\varepsilon_0(s+y)F$, so the pole moves to $s+y=1$, or $T_c/(1-s)$. With a rough polarizability volume of 1.45 Å$^3$ for water, $s=0.203$ and the false transition rises to 1452 K.

In Onsager's model, with $\mathbf u$ the unit vector along the permanent moment, the total moment obeys $\mathbf m=\mu\mathbf u+\alpha(\mathbf G+f\mathbf m)$, hence

$$\mathbf m=\frac{\mu\mathbf u+\alpha\mathbf G}{1-f\alpha}.$$

The field acting on the permanent moment is

$$\mathbf G+f\mathbf m=\frac{\mathbf G+f\mu\mathbf u}{1-f\alpha}.$$

Its second part lies along $\mathbf u$ and again exerts no torque. The turning field is $G/(1-f\alpha)$, and the weak-field average gives

$$P=N\left[\frac{\alpha}{1-f\alpha}+\frac{\mu^2}{3kT(1-f\alpha)^2}\right]G .$$

Define the electronic permittivity $\varepsilon_\infty$ by $s=(\varepsilon_\infty-1)/(\varepsilon_\infty+2)$. Since $f\alpha=2s(\varepsilon-1)/(2\varepsilon+1)$, putting $1-f\alpha$ over a common denominator gives

$$\frac1{1-f\alpha}=\frac{(2\varepsilon+1)(\varepsilon_\infty+2)}{3(2\varepsilon+\varepsilon_\infty)} .$$

Dividing $P$ by $\varepsilon_0E$ and inserting this factor,

$$\varepsilon-1=\frac{3\varepsilon(\varepsilon_\infty-1)}{2\varepsilon+\varepsilon_\infty}+\frac{y\varepsilon(2\varepsilon+1)(\varepsilon_\infty+2)^2}{(2\varepsilon+\varepsilon_\infty)^2}.$$

Moving the first term to the left turns that side into $(2\varepsilon+1)(\varepsilon-\varepsilon_\infty)/(2\varepsilon+\varepsilon_\infty)$. The common factor $2\varepsilon+1$ cancels, and

$$(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)=y\,\varepsilon(\varepsilon_\infty+2)^2 .$$

This is again a quadratic with one positive root, finite for finite $y$ and $s<1$. Here $\varepsilon_\infty=1.76$, and the permittivity at 300 K rises from 17.9 to 28.3. Polarizability enlarges the dipoles without restoring the pole.

## Moisture in a real dielectric

Water condensed in the pores of a low-k film is the practical counterpart of the dense case. Its rough bulk permittivity of 80 is far above the 28 found here. The assumption that fails most clearly is that a neighbour's orientation matters only through a continuum: hydrogen bonds align nearby molecules. If this is represented by multiplying $\mu^2$ by a Kirkwood factor $g$, matching 80 requires

$$g=\frac{(80-1.76)(160+1.76)}{80\,(3.76)^2\times3.857}\approx2.9 .$$

This number is fitted and predicts nothing. It also depends on the chosen $\varepsilon_\infty$: a value of 2.0 instead of 1.76 would give 2.6. It collects everything the model lacks, not the alignment alone. Water in nanometre pores need not have the bulk value, and the dilute example above contains no film matrix, so neither result is a film permittivity. At a rough cure temperature of 673 K the Lorentz closure would still claim 15.2 µC/cm², while Onsager's rigid dipoles give $\varepsilon=8.3$. Both numbers assume liquid density, whereas 673 K is above the critical temperature of water and a film cured at ordinary pressure holds no liquid. For Onsager's rigid dipoles saturation is minor: at 1 MV/cm and 300 K, $\mu G/kT=0.217$, and with the cavity field held at this value the orientation falls 0.31 % below its linear value. This figure does not carry over to real water, where polarizability and the alignment of neighbours strengthen the effect; Booth's formula, which includes both approximately, gives a loss of roughly 4 to 11 %, depending on the constants inserted. That field is also of the order of the breakdown strength of bulk water, so conduction and breakdown must be considered as well.

## What has and has not been excluded

Onsager's argument removes the pole that arises when a dipole's own reaction field is allowed to turn it. It does not prove that dipoles can never order. The surroundings were assumed to be a linear, isotropic continuum with no polarization at $E=0$; a spontaneously polarized state was therefore excluded from the start. In an isotropic liquid without a field, the equilibrium reaction of the neighbours favours no direction, however strong the short-range correlations, although a momentary arrangement of neighbours can still turn the dipole. In a crystal the reaction can depend on direction even in equilibrium, and it then exerts a real torque. A linear reaction of this kind can favour an axis or a plane, but never one direction over its opposite; a spontaneous polarization also requires the neighbours to order together. Whether they do must be decided from their interactions. The answer depends on the arrangement. The same rigid dipoles at the same density on a face-centred cubic lattice are polarized at 300 K, with a mean alignment near 0.7 in a periodic cell of 108 sites with conducting boundary, and unordered at 673 K; on a simple cubic lattice they show no net polarization at 300 K. The Lorentz closure gives 1157 K for both lattices, so it overestimates a real transition in the first case and invents a ferroelectric in the second. By itself it cannot tell whether a given system orders.

The values for the Lorentz, Onsager and cluster models are collected in the numerical output below.

## Numbers as computed

```
dipole moment: 1.85 D = 6.1709e-30 C m
mass density: 1.00 g/cm3
number density: 33.43 nm^-3
cavity radius: 0.1926 nm
false Lorentz Tc: 1157.0 K
T=300.0 K: y=3.8568, eps Lorentz=-3.050, Onsager=17.883
T=673.0 K: y=1.7192, eps Lorentz=-6.171, Onsager=8.297
T=1157.0 K: y=1.0000, eps Lorentz=pole, Onsager=5.098
T=1500.0 K: y=0.7714, eps Lorentz=11.121, Onsager=4.093
false order at 300 K: p=0.9044, P=18.66 uC/cm2
false order at 673 K: p=0.7384, P=15.23 uC/cm2
full alignment N mu: 20.63 uC/cm2
false free-energy gain, 300 K: 2.691 kT
macroscopic field: 1.00 MV/cm
Lorentz field, 300 K, Onsager eps: 6.628 MV/cm
  cavity part (turns dipole): 1.459 MV/cm
  mean reaction part (no torque): 5.169 MV/cm
  torque-free share: 78.0 %
instantaneous reaction field f mu: 71.3 MV/cm
cluster: f=0.7158, G=0.01916, kT=0.10 (reduced)
cluster applied field: 0.020 (reduced)
cluster site polarizability: 0.050 (reduced)
cluster mean cosine, total energy: 0.063720
cluster mean cosine, cavity field only: 0.063720
cluster mean cosine, false closure: 0.838563
dilute case: 2 % of liquid density, 300 K
  y=0.07714, false Tc=23.1 K
  eps Lorentz=1.25075, Onsager=1.24781
  leading difference -6y^3: -0.00275
polarizability volume (rough): 1.45 A^3
s=0.2030, eps_inf=1.764
false Tc with polarizability: 1452 K
Onsager eps, polarizable, 300 K: 28.26
rough water eps taken: 80
Kirkwood factor needed: 2.9
mu G/kT at 1 MV/cm, 300 K: 0.217
saturation loss of orientation: 0.31 %
```
